# Exchange in a hybrid functional and the band width of aluminium

## Problem

Hybrid functionals are used to improve the band gaps of semiconductors and insulators. When a metal contact is in the same simulation cell, the same functional acts on the metal too. This sheet asks what it does to the occupied band of aluminium, treated as a uniform electron gas.

Aluminium has three valence electrons per atom. Spread them evenly over a rigid, neutralizing positive background, with density parameter $r_s=2.07$ bohr, where $r_s$ is the radius of a sphere holding one electron on average. The gas is unpolarized and at zero temperature. The hybrid replaces a fraction $a=1/4$ of the semilocal exchange by Fock exchange with the bare Coulomb interaction, as PBE0 does. Hartree atomic units are used in the algebra and eV for the energies of the example.

The occupied width is $W=\varepsilon(k_F)-\varepsilon(0)$, with $k_F$ the Fermi wave number.

1. Find $k_F$ and the width given by a semilocal functional.
2. Show that plane waves are eigenfunctions of the Fock exchange operator, and write the eigenvalue $\Sigma(k)$ as an integral.
3. Evaluate $\Sigma(0)$ and $\Sigma(k_F)$, and show that the band bottom stays at $k=0$.
4. By how much does the hybrid change the width?
5. Which end of the band moves, relative to the semilocal result?
6. What does the answer say about real aluminium?

## Hints

**Hint 1.** Count the states in the Fermi sphere, two per wave vector. A potential that is the same everywhere cannot change an energy difference.

**Hint 2.** The density matrix of a uniform gas depends on $\mathbf r-\mathbf r'$ alone. Let the exchange operator act on $e^{i\mathbf k\cdot\mathbf r}$ and use the Fourier transform of $1/r$, which is $4\pi/p^2$.

**Hint 3.** Put the origin of the integration at $\mathbf k$ instead of at the centre of the sphere. What does the volume element do to the factor $1/p^2$?

**Hint 4.** For part 5, ask how the exchange energy changes when one electron is added at the Fermi surface.

## Solution

### 1. Fermi wave number and semilocal width

By definition of $r_s$, the density is $n=3/(4\pi r_s^3)$. The filled sphere holds

$$n=2\,\frac{4\pi k_F^3/3}{(2\pi)^3}=\frac{k_F^3}{3\pi^2}.$$

Equating the two expressions gives $k_F^3=9\pi/(4r_s^3)$, so

$$k_F=\frac{(9\pi/4)^{1/3}}{r_s}=\frac{1.919}{2.07}=0.9271\ \text{bohr}^{-1}.$$

The electrostatic potential of the electrons cancels that of the background. Semilocal here means a functional of the density and its gradient, such as PBE. Its exchange-correlation potential is a constant in the uniform gas. Functionals that also use the kinetic-energy density can change the width and are not considered. The levels are $k^2/2$ plus that constant, and

$$W_0=\frac{k_F^2}{2}=0.4298\ \text{hartree}=11.70\ \text{eV}.$$

### 2. The Fock level of a plane wave

In a volume $V$, the one-particle density matrix for one spin is

$$\gamma(\mathbf r-\mathbf r')=\frac1V\sum_{q<k_F}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}.$$

Exchange acts between electrons of the same spin, so this single-spin matrix is the one that enters. The operator multiplies it by $-1/|\mathbf r-\mathbf r'|$ and integrates over $\mathbf r'$. Acting on a plane wave, with $\mathbf s=\mathbf r-\mathbf r'$,

$$-\int d^3s\,\frac{\gamma(\mathbf s)}{s}\,e^{i\mathbf k\cdot(\mathbf r-\mathbf s)}
=e^{i\mathbf k\cdot\mathbf r}\left[-\frac1V\sum_{q<k_F}\int d^3s\,\frac{e^{i(\mathbf q-\mathbf k)\cdot\mathbf s}}{s}\right].$$

The plane wave comes back multiplied by a number, so it is an eigenfunction. The inner integral is $4\pi/|\mathbf k-\mathbf q|^2$. For large $V$ the sum becomes an integral with $V\,d^3q/(2\pi)^3$ states per element:

$$\Sigma(k)=-\int_{q<k_F}\frac{d^3q}{(2\pi)^3}\,\frac{4\pi}{|\mathbf k-\mathbf q|^2}.$$

The hybrid level is therefore

$$\varepsilon(k)=\frac{k^2}{2}+a\,\Sigma(k)+(1-a)\,v_x+v_c ,$$

where $v_x$ and $v_c$ are the constant semilocal exchange and correlation potentials.

### 3. The two ends of the band

Set $\mathbf p=\mathbf q-\mathbf k$ and let $\mu$ be the cosine of the angle between $\mathbf p$ and $\mathbf k$. The volume element is $2\pi p^2\,dp\,d\mu$, and its $p^2$ cancels the $1/p^2$ of the interaction. What remains of the radial integral is the distance $p_{\max}(\mu)$ from $\mathbf k$ to the surface of the sphere:

$$\Sigma(k)=-\frac{4\pi\cdot2\pi}{8\pi^3}\int_{-1}^{1}d\mu\;p_{\max}(\mu)=-\frac1\pi\int_{-1}^{1}d\mu\;p_{\max}(\mu).$$

The surface is where $|\mathbf k+\mathbf p|=k_F$, that is, $p^2+2k\mu p+k^2-k_F^2=0$. For $k<k_F$ the product of the roots, $k^2-k_F^2$, is negative, so one root is positive:

$$p_{\max}(\mu)=-k\mu+\sqrt{k_F^2-k^2+k^2\mu^2}.$$

The first term is odd in $\mu$ and integrates to zero. Hence, for $k\le k_F$,

$$\Sigma(k)=-\frac1\pi\int_{-1}^{1}d\mu\,\sqrt{k_F^2-k^2(1-\mu^2)}.$$

At $k=0$ the root equals $k_F$ for every direction. At $k=k_F$ it equals $k_F|\mu|$, whose integral from $-1$ to $1$ is $k_F$. Therefore

$$\Sigma(0)=-\frac{2k_F}{\pi},\qquad \Sigma(k_F)=-\frac{k_F}{\pi}.$$

In eV these are $-16.06$ and $-8.03$.

The factor of two has a geometrical meaning. Seen from the centre, filled states extend a distance $k_F$ in all directions. Seen from the surface, they lie in half of the directions, and the mean distance through the sphere in that half is again $k_F$. A state at the surface thus has half as much exchange.

As $k$ grows up to $k_F$, the root falls for every $|\mu|<1$, so $\Sigma(k)$ rises. Outside the sphere, moving $\mathbf k$ outward increases its distance from every filled state, so $\Sigma(k)$ keeps rising. The kinetic energy rises too, and every empty level lies above the filled ones. The lowest level remains at $k=0$, and filling the lowest levels reproduces the Fermi sphere with which the calculation started. The plane-wave solution is self-consistent, and $k_F$ is fixed by the density whatever the value of $a$. Solutions with broken spin or translational symmetry are outside the model.

### 4. The change of width

The constants $v_x$ and $v_c$ cancel in the difference of levels:

$$W=\frac{k_F^2}{2}+a\left[\Sigma(k_F)-\Sigma(0)\right]=\frac{k_F^2}{2}+\frac{a\,k_F}{\pi}.$$

The second term is positive, so the band widens by

$$\Delta W=\frac{a\,k_F}{\pi}=\frac{0.25\times0.9271}{3.1416}=0.0738\ \text{hartree}=2.01\ \text{eV}.$$

The hybrid width is $11.70+2.01=13.70$ eV after rounding of the unrounded sum, which is 17.2 % above the semilocal width. With full Fock exchange, $a=1$, the widening would be 8.03 eV.

The levels can also be found without the momentum integral, by integrating $\gamma(s)/s$ against the plane wave numerically in real space. The widening obtained that way is 2.008 eV, the same as the formula gives to the digits printed.

The dependence on density follows from dividing by $W_0$:

$$\frac{\Delta W}{W_0}=\frac{2a}{\pi k_F}=\frac{2a\,r_s}{\pi(9\pi/4)^{1/3}}.$$

In a dense gas, $r_s\to0$, the absolute widening grows as $1/r_s$, but the kinetic width grows as $1/r_s^2$ and the relative change vanishes. In a dilute gas the formula predicts a large relative change. There, however, correlation gains weight relative to the kinetic energy, so a mean-field level becomes a less reliable guide. Near the aluminium density, an error of 1 % in $r_s$ changes $\Delta W$ by 1 %, or 0.02 eV.

### 5. Which end moves

The local exchange potential is the derivative of the exchange energy with respect to electron number at fixed volume. For plane waves that energy is

$$E_x=-\frac{1}{2V}\sum_\sigma\sum_{k<k_F}\sum_{q<k_F}\frac{4\pi}{|\mathbf k-\mathbf q|^2}.$$

An added electron enters at the Fermi surface. It appears once in the sum over $\mathbf k$ and once in the sum over $\mathbf q$, which removes the factor $1/2$. The energy changes by $\Sigma(k_F)$, so

$$v_x=\Sigma(k_F)=-\frac{k_F}{\pi}.$$

This is the local-density potential. PBE exchange has the same potential at zero density gradient, as an evaluation with a standard functional library confirms; the value is $-8.03$ eV.

Replacing a fraction $a$ of $v_x$ by Fock exchange shifts a level by $a[\Sigma(k)-v_x]$. At $k_F$ the shift is zero. At $k=0$ it is $-a k_F/\pi=-2.01$ eV. The Fermi level stays where it was relative to the average electrostatic potential, and the whole widening comes from the bottom of the band moving down.

There is a check on the scale of these levels. Since $v_x=d(n\epsilon_x)/dn$ is proportional to $n^{1/3}$, integration gives the exchange energy per electron as $\epsilon_x=\tfrac34v_x=-6.02$ eV. It must also equal half the average of $\Sigma(k)$ over the sphere, because each pair is shared by two electrons. Numerical averaging gives $-6.02$ eV.

### 6. Beside real aluminium

With four atoms in the cubic cell of the fcc crystal, the lattice constant $L$ obeys $L^3=12\,(4\pi r_s^3/3)$, so $L=0.4043$ nm. This is close to the real value of roughly 0.40 nm, so the density is a realistic one. The occupied band seen in photoemission is a little under 11 eV wide. The free-electron width of 11.7 eV is already about 1 eV above that; the hybrid width of 13.7 eV is about 3 eV above it. The extra 2 eV is a property of the functional, not a correction that brings the model closer to the metal.

One assumption that fails for a metal is the bare interaction. Mobile electrons screen the Coulomb force in a metal, whereas the Fock term in PBE0 keeps its full range. Variation 1 treats two weakened interactions. A quarter of short-range exchange widens the band by 1.56 eV, where a quarter of bare exchange gives 2.01 eV. Full exchange with Thomas–Fermi screening widens it by 0.77 eV, where full bare exchange gives 8.03 eV.

The lattice also changes the semilocal width. For a rough estimate of its effect, let each ion attract electrons as $-3/r$ outside a core radius of 1.12 bohr, a rough value for aluminium, and not at all inside. With static screening by the valence electrons, the potential component at reciprocal vector $G$ is

$$-\frac{4\pi n\cos(1.12\,G)}{G^2+\kappa^2},$$

with $G$ in bohr$^{-1}$ and $\kappa$ the Thomas–Fermi wave number of Variation 1. The components are 0.07 eV for (111) and 0.64 eV for (200). Diagonalization in a limited set of plane waves changes the semilocal width by $-0.07$ eV. The second decimal is not settled: roughly doubling the plane-wave cutoff gives about $-0.10$ eV, and core radii from 1.05 to 1.20 bohr give $-0.02$ to $-0.10$ eV. This local ion model also understates the effect for the real crystal. A self-consistent local-density calculation with a nonlocal pseudopotential narrows the band by about 0.55 eV, to about 11.2 eV, a value that moves by about 0.01 eV between cutoffs of 7 and 11 hartree. The lowest state keeps a weight of 0.994 on the plane wave $k=0$ in the rough model and about 0.986 in the self-consistent one, which supports the use of plane waves at the band bottom.

Temperature is negligible here. With free-electron occupations at 300 K, where $k_BT=25.9$ meV, the difference $a[\Sigma(k_F)-\Sigma(0)]$ changes by about 0.01 meV.

Three effects have not been sized: exchange between valence and core electrons, the influence of the lattice on the Fock term, and dynamic correlation. The 2 eV should therefore not be read as the error of a PBE0 calculation for the crystal to better than its general size.

## Variation 1: screened exchange

*How does the widening change if the exchange interaction is screened?*

Let the interaction be $4\pi g(p)/p^2$. The cancellation of $p^2$ still works, but the distance $p_{\max}$ is replaced by

$$R(p_{\max})=\int_0^{p_{\max}}g(p)\,dp .$$

At $k=0$, $p_{\max}=k_F$ in all directions. At $k=k_F$, $p_{\max}=2k_F|\mu|$ for $\mu<0$ and zero otherwise. Thus

$$\Sigma(k_F)-\Sigma(0)=\frac1\pi\left[2R(k_F)-\int_0^1R(2k_F\mu)\,d\mu\right].$$

**Short-range exchange.** HSE06 keeps a quarter of Fock exchange with the interaction $\mathrm{erfc}(\omega r)/r$, where $\omega=0.11$ bohr$^{-1}$. The removed part, $\mathrm{erf}(\omega r)/r$, is the potential of a unit Gaussian charge whose Fourier transform is $e^{-p^2/4\omega^2}$. Hence

$$g=1-e^{-p^2/4\omega^2},\qquad R(P)=P-\sqrt\pi\,\omega\,\mathrm{erf}\!\left(\frac{P}{2\omega}\right).$$

Here $k_F/2\omega=4.2$, so the error function is 1 to high accuracy at $P=k_F$. The remaining average uses, for $b=k_F/\omega\gg1$,

$$\int_0^1\mathrm{erf}(b\mu)\,d\mu\simeq1-\frac{1}{b\sqrt\pi}.$$

Then $2R(k_F)=2k_F-2\sqrt\pi\,\omega$, and the average of $R(2k_F\mu)$ is $k_F-\sqrt\pi\,\omega+\omega^2/k_F$. Subtracting,

$$\Delta W\simeq\frac a\pi\left(k_F-\sqrt\pi\,\omega-\frac{\omega^2}{k_F}\right)
=\frac{0.25}{\pi}\,(0.927-0.195-0.013),$$

which is 0.0572 hartree or 1.56 eV. At this density the range separation removes less than a quarter of the widening, because $\omega$ is small compared with $k_F$.

**Thomas–Fermi screening.** The static response of the gas, with its long-wave limit used at all $p$, gives $g=p^2/(p^2+\kappa^2)$, with

$$\kappa^2=4\pi\frac{dn}{d(k_F^2/2)}=4\pi\,\frac{k_F}{\pi^2}=\frac{4k_F}{\pi},\qquad \kappa=1.086\ \text{bohr}^{-1}.$$

Now $R(P)=P-\kappa\arctan(P/\kappa)$. Since screening already weakens the interaction, the natural comparison takes the full exchange term, $a=1$, so the fraction is not held fixed. Evaluating the difference above gives 0.77 eV. Even with four times the fraction, the widening is less than half that of quarter bare exchange. The long-wave limit overstates the static screening at large $p$, but this matters little here: the full static (Lindhard) response of the gas gives 0.74 eV. Dynamic correlation is not in it.

## Variation 2: the slope at the Fermi level

*What happens to the electron velocity $d\varepsilon/dk$ just below $k_F$?*

The angular integral of part 3 is elementary. With $A^2=k_F^2-k^2$,

$$\int_{-1}^{1}\!\sqrt{A^2+k^2\mu^2}\,d\mu=k_F+\frac{A^2}{k}\,\mathrm{arsinh}\frac kA,
\qquad \mathrm{arsinh}\frac kA=\frac12\ln\frac{k_F+k}{k_F-k}.$$

Therefore

$$\Sigma(k)=-\frac1\pi\left[k_F+\frac{k_F^2-k^2}{2k}\ln\frac{k_F+k}{k_F-k}\right].$$

Write $k=(1-\delta)k_F$ with small $\delta$. The factor before the logarithm tends to $k_F\delta$ and the logarithm to $\ln(2/\delta)$:

$$\Sigma\simeq-\frac{k_F}{\pi}\left[1+\delta\ln\frac2\delta\right].$$

Since $d/dk=-(1/k_F)\,d/d\delta$, the hybrid adds the slope

$$a\,\frac{d\Sigma}{dk}\simeq\frac a\pi\left[\ln\frac2\delta-1\right].$$

At $\delta=0.01$ this is $0.0796\times4.30=0.342$, against a free-electron slope of $0.99\,k_F=0.918$. The ratio of hybrid to free slope is then 1.37; numerical differentiation of the full integral gives 1.376. At $\delta=0.001$ the numerical ratio is 1.568.

The slope grows without limit as $\delta\to0$, although the width stays finite because $\delta\ln(2/\delta)\to0$. The density of states is proportional to $k^2/(d\varepsilon/dk)$, so in this model it falls to zero at the Fermi level, which is wrong for a simple metal such as aluminium.

The cause is the long range of the interaction. Moving $\mathbf k$ changes the integral over the sphere through its surface, so the slope is a surface integral of the interaction. Near the point $\mathbf k=\mathbf k_F$ the surface element is about $2\pi p\,dp$, and $\int p\,dp/p^2$ diverges logarithmically. Both screened interactions of Variation 1 are finite at $p=0$: they tend to $\pi/\omega^2$ and $4\pi/\kappa^2$. Their slopes at $k_F$ are finite. Range separation thus removes the singularity at the Fermi level, while leaving most of the widening in place.

The values for the uniform gas with bare, short-range and Thomas–Fermi exchange, and for the rough ion model at its basic setting, are listed in the numerical output below.

## Values computed for the example and the checks

```
density parameter rs: 2.07 bohr
exchange fraction a: 0.25
one hartree: 27.2114 eV
electron density n: 0.02692 bohr^-3
Fermi wave number kF: 0.9271 bohr^-1
implied fcc lattice constant: 0.4043 nm
semilocal width kF^2/2: 0.4298 hartree
semilocal width: 11.70 eV
Fock level at k=0: -16.06 eV
Fock level at k=kF/2: -14.65 eV
Fock level at k=kF: -8.03 eV
local exchange potential (libxc): -8.03 eV
exchange energy per electron (libxc): -6.02 eV
half the mean Fock level: -6.02 eV
widening, full exchange: 8.03 eV
widening, quarter exchange: 0.07378 hartree
widening, quarter exchange: 2.008 eV
same from real-space levels: 2.008 eV
hybrid width: 13.70 eV
relative widening: 17.2 %
shift of band bottom: -2.008 eV
shift of Fermi level: 0.000 eV
slope hybrid/free at 0.99 kF: 1.376
slope hybrid/free at 0.999 kF: 1.568
largest level gap, two routes: 1.39 meV
HSE06 range parameter: 0.11 bohr^-1
widening, HSE06 quarter exchange: 1.56 eV
Thomas-Fermi wave number: 1.086 bohr^-1
widening, full TF-screened exchange: 0.77 eV
empty-core radius (rough): 1.12 bohr
lattice potential component 111: 0.07 eV
lattice potential component 200: 0.64 eV
free width on the k mesh: 11.69 eV
width with lattice potential: 11.63 eV
change of width by lattice: -0.07 eV
k=0 plane-wave weight of lowest state: 0.994
temperature of use: 300 K
thermal energy kT: 25.9 meV
thermal change of widening: 0.0106 meV
```
